\section*{Transverse WKB state counts and the classical limit of planar ion channelling}

\section{One state or 133}

Consider a 100 keV boron ion moving between two neighbouring $\{110\}$ planes of silicon. In the plane-averaged potential built below, its transverse motion has 133 bound levels whose turning points stay at least 0.03 nm from the planes. A particle with the electron's mass in the same potential has one. Apart from rounding to whole levels, the ratio follows from the square root of the mass, which is about 142 times larger for boron than it would be for a mass of one electron. What a large count implies about classical motion needs a separate argument.

\section{The plane-averaged potential}

Write $e^2$ for $e^2/4\pi\epsilon_0$. An ion of atomic number $Z_1$ meets a silicon atom ($Z_2=14$) through
\[
V(r)=\frac{Z_1Z_2e^2}{r}\sum_i c_i e^{-b_i r/a}.
\]
I use the Ziegler--Biersack--Littmark universal screening, with $c=(0.1818,0.5099,0.2802,0.02817)$, $b=(3.2,0.9423,0.4029,0.2016)$ and $a=0.8854\,a_0/(Z_1^{0.23}+Z_2^{0.23})$, where $a_0$ is the Bohr radius. For boron $a=0.01427$ nm.

If the ion passes many atoms while its distance $s$ from a plane changes little, the plane acts as a uniform sheet of $n_p$ atoms per area. With $r^2=\rho^2+s^2$ we have $\rho\,d\rho=r\,dr$, so
\[
2\pi n_p\int_0^\infty V\rho\,d\rho
=2\pi n_pZ_1Z_2e^2\sum_i c_i\int_{|s|}^\infty e^{-b_ir/a}dr
=\sum_i A_ie^{-\kappa_i|s|},
\]
with $\kappa_i=b_i/a$ and $A_i=2\pi n_pZ_1Z_2e^2a\,c_i/b_i$.

Measure $x$ from the midplane, so that planes lie at $\pm d/2,\pm3d/2,\dots$ For $|x|\le d/2$ each exponential gives a geometric series:
\[
\sum_{j=0}^\infty e^{-\kappa(d/2+jd)}\left(e^{\kappa x}+e^{-\kappa x}\right)
=\frac{2\cosh(\kappa x)\,e^{-\kappa d/2}}{1-e^{-\kappa d}}
=\frac{\cosh\kappa x}{\sinh(\kappa d/2)} .
\]
Taking the midplane as zero of energy,
\begin{equation}
U(x)=\sum_iA_i\frac{\cosh\kappa_ix-1}{\sinh(\kappa_id/2)} .
\end{equation}

Setting the lattice constant to 0.5431 nm gives $d=0.1920$ nm and $n_p=9.589$ nm$^{-2}$. For boron $U$ reaches 111.6 eV at the plane. An ion that comes too close meets individual atoms, so I admit only turning points with $|x|\le x_t=d/2-x_c$. The chosen cutoff $x_c=0.03$ nm gives $E_c=U(x_t)=27.96$ eV.

\section{Separating the fast motion}

Let $W=\gamma Mc^2$ be the total energy of a particle of mass $M$. Without spin, its wave obeys $(W-U)^2\Psi=(-\hbar^2c^2\nabla^2+M^2c^4)\Psi$. Since $U$ depends on $x$ alone, put $\Psi=e^{ip_zz/\hbar}\chi(x)$ and define $E_\perp$ by $2WE_\perp=W^2-M^2c^4-p_z^2c^2$. Then
\[
-\hbar^2c^2\chi''=(2WE_\perp-2WU+U^2)\chi .
\]
The last term is smaller than the one before it by $U/2W$. Dropping it and dividing by $2W=2\gamma Mc^2$ gives
\begin{equation}
-\frac{\hbar^2}{2\gamma M}\chi''+U\chi=E_\perp\chi .
\end{equation}
For the boron ion $\gamma-1\approx10^{-5}$, so I set $\gamma=1$ until a fast particle is considered.

\section{Leading count and first correction}

Let $k(x)=\sqrt{2M(E_\perp-U)}/\hbar$. The natural small parameter is
\[
\varepsilon=\frac{\hbar}{d\sqrt{2ME_c}},
\]
so that $kd$ is of order $1/\varepsilon$. Insert $\chi=\exp(i\int Q\,dx)$ into $\chi''=-k^2\chi$ to get $Q^2-iQ'=k^2$. Expand $Q=\pm k+Q_1+Q_2+\dots$ For the upper sign,
\[
2kQ_1=ik',\qquad 2kQ_2=iQ_1'-Q_1^2 .
\]
The first relation gives $Q_1=ik'/2k$, hence the amplitude factor $k^{-1/2}$. The second shows that $Q_2$ is of order $\varepsilon$. The lower sign gives the same amplitude.

This expansion fails where $k=0$. Near the right turning point $x_+$ the force has magnitude $F=U'(x_+)$. With $\ell=(\hbar^2/2MF)^{1/3}$ and $z=(x-x_+)/\ell$, the equation becomes $\chi_{zz}=z\chi$. A solution is
\[
\mathrm{Ai}(z)=\frac1{2\pi}\int_{-\infty}^{\infty}e^{i(t^3/3+zt)}dt,
\]
because $(\partial_z^2-z)$ turns the integrand into $i\,\partial_t$ of itself. For $z>0$ the path can be shifted through $t=i\sqrt z$, where the integrand is $e^{-2z^{3/2}/3}$, so this solution decays in the forbidden region. For $z=-\zeta<0$ the phase is stationary at $t=\pm\sqrt\zeta$, with value $\mp\frac23\zeta^{3/2}$ and second derivative $\pm2\sqrt\zeta$. Adding the two Gaussian integrals,
\begin{equation}
\mathrm{Ai}(-\zeta)\simeq\frac{1}{\sqrt\pi\,\zeta^{1/4}}
\cos\left(\tfrac23\zeta^{3/2}-\tfrac\pi4\right).
\end{equation}
Here $k=\sqrt\zeta/\ell$, so $\int_x^{x_+}k\,dx'=\frac23\zeta^{3/2}$. The decaying solution therefore continues into the well as $k^{-1/2}\cos(\int_x^{x_+}k\,dx'-\pi/4)$.

The left turning point $-x_+$ requires $k^{-1/2}\cos(\int_{-x_+}^xk\,dx'-\pi/4)$. The two forms agree up to sign if their arguments add to a multiple of $\pi$:
\begin{equation}
\int_{-x_+}^{x_+}k\,dx=\pi\left(n+\tfrac12\right),\qquad n=0,1,2,\dots
\end{equation}
Define
\begin{equation}
N=\frac1{\pi\hbar}\int_{-x_t}^{x_t}\sqrt{2M[E_c-U(x)]}\,dx .
\end{equation}
Levels below $E_c$ satisfy $n+\frac12<N$, so there are $\lfloor N+\frac12\rfloor$ of them, apart from a tie. The leading term $N$ is of order $1/\varepsilon$. The half is the first correction, of order one, and comes from a phase $\pi/4$ at each turning point. The next correction, from $Q_2$, is of order $\varepsilon$, or $1/N$.

\section{What the square root says}

Taking $\sqrt{2ME_c}$ out of the integral,
\begin{equation}
N=\frac{s\,d\sqrt{2ME_c}}{\pi\hbar},\qquad
s=\frac1d\int_{-x_t}^{x_t}\sqrt{1-\frac{U}{E_c}}\,dx .
\end{equation}
At fixed $U$ and $x_c$ neither $s$ nor $E_c$ contains $M$, so $N\propto\sqrt M$. The beam energy $E$ is absent as well.

An equivalent form uses the critical angle $\psi_c=\sqrt{E_c/E}$, at which the transverse kinetic energy $E\psi^2$ equals $E_c$, and the de Broglie wavelength $\lambda=2\pi\hbar/\sqrt{2ME}$. Since $\sqrt{2ME_c}/\hbar=2\pi\psi_c/\lambda$,
\begin{equation}
N=2s\,\frac{\psi_c}{\lambda/d}.
\end{equation}
For boron $s=0.5656$, $\psi_c=0.958^\circ$ and $\lambda/d=0.00817^\circ$, hence $N=2(0.5656)(0.958)/0.00817\approx132.6$. Both angles fall as $E^{-1/2}$, which is why $E$ cancels.

The levels can also be counted directly. Discretize the transverse equation on 100\,000 interior points, with $\chi=0$ at the planes. The number of negative pivots in the elimination of the tridiagonal matrix $H-E_c$ is the number of its eigenvalues below $E_c$. In the boron potential, with the mass alone varied:
\begin{center}
\begin{tabular}{lrr}
mass & $N$ & direct count\\
electron & 0.936 & 1\\
1 u & 39.98 & 40\\
boron, 11.009 u & 132.67 & 133\\
arsenic, 74.922 u & 346.09 & 346
\end{tabular}
\end{center}
From 1 u to the arsenic mass the direct counts grow with exponent 0.4998.

Real ions also change the potential. With the same $x_c$, phosphorus has $E_c=69.8$ eV and $N=353.1$; arsenic has 131.0 eV and 755.5. Relative to boron, arsenic gains 2.609 from $\sqrt M$ and 2.165 from $\sqrt{E_c}$. Their product is 5.65, and a slightly larger $s$ brings the ratio to 5.70. Mass is the larger of the two main factors, but alone it would raise the count only 2.6 times.

On this grid the direct count for arsenic is 756, although $N+\frac12=755.99$ rounds down to 755. The extra level is an error of the grid. A grid of step $h$ replaces $k$ by $(2/h)\arcsin(kh/2)\simeq k(1+k^2h^2/24)$. The largest $kh$ is about 0.042, so the count is raised by up to $755(0.042)^2/24\approx0.06$, more than the missing 0.01. The actual shift is about 0.04 of a level and falls fourfold each time the step is halved; on 400\,000 points the count is 755, as the WKB rule predicts.

\section{Level spacing and classical period}

Differentiate $N$ with respect to the energy. The endpoints contribute nothing because the integrand vanishes there, and
\[
\frac{dN}{dE_\perp}=\frac1{\pi\hbar}\int_{-x_+}^{x_+}\frac{M\,dx}{\hbar k}
=\frac1{\pi\hbar}\frac T2 ,
\]
since $\hbar k/M$ is the transverse speed and one crossing takes half the period $T$. The level spacing is thus $2\pi\hbar/T$. At $E_c$ it is 0.2418 eV for boron; diagonalization in plane waves gives 0.2419 eV. During one period the ion travels 22.6 nm along the channel.

\section{Why the flux becomes classical}

Let a parallel beam enter along the planes. Its transverse wave is uniform, with amplitude $1/\sqrt d$ in one cell. Expand it in the periodic eigenstates $\chi_n$, with coefficients $c_n$. Averaging over a long enough depth removes the cross terms between different energies and leaves the flux $\sum_n|c_n|^2|\chi_n(x)|^2$.

Let $v=\hbar k/M$. The normalized WKB state is $\sqrt{4/Tv}\,\cos(\cdots)$: the mean of $\cos^2$ is $\frac12$ and $\int dx/v=T/2$. Averaged over its fringes, its density is $2/(Tv)$, the classical share of time spent near $x$.

The populations follow from the turning points, since elsewhere the state oscillates and nearly cancels in the overlap. There $v=\hbar\sqrt\zeta/(M\ell)$, so the state equals $\sqrt{4\pi M\ell/(T\hbar)}\,\mathrm{Ai}(z)$. Integrating the definition of $\mathrm{Ai}$ over $z$ gives $2\pi\delta(t)$ under the $t$ integral, so $\int\mathrm{Ai}\,dz=1$. Even states receive equal contributions from two turning points and odd states receive none:
\[
|c_n|^2=\frac4d\,\ell^2\,\frac{4\pi M\ell}{T\hbar}
=\frac{16\pi M}{dT\hbar}\,\frac{\hbar^2}{2MF}
=\frac{8\pi\hbar}{FdT}.
\]
Even levels are $4\pi\hbar/T$ apart. The population per unit energy is therefore $2/(Fd)$. Classical ions starting at rest, uniformly in $x_0$, give $2\,dx_0/d=2\,dE_\perp/(Fd)$, the same distribution. Replacing the sum over levels by an integral requires many levels, which is the role of large $N$.

I computed both fluxes in the full potential, the quantum one by diagonalization and the classical one from 1500 starting positions. The largest difference between their cumulative distributions in $|x|$ is 0.065 for the electron mass, 0.0014 for 1 u and 0.0004 for boron. The last value is comparable with the classical sampling step. The flux within $x_c$ of a plane is 0.101 classically, 0.101 for boron and 0.136 for the electron mass. These values include particles above $E_c$ and assume that the averaged potential holds right up to the plane.

Large $N$ does not abolish interference. A periodic potential changes the transverse momentum by multiples of $2\pi\hbar/d$, so a perfectly parallel beam leaves in orders separated by $\lambda/d$. A rough implanter divergence of $0.1^\circ$ spans 12 such spacings, and the incoherent sum over incident directions blurs the orders. Inelastic collisions should blur them further; that effect is not calculated here.

\section{Two other limits}

Through a barrier the wave falls as $e^{-S}$, with $S=\int\sqrt{2M(U-E_\perp)}\,dx/\hbar$, and the probability as $e^{-2S}$. For boron at $E_c$ this is about $10^{-193}$. Tunnelling in the static potential is negligible; scattering by individual atoms and electrons is what can move the ion to another channel.

For a fast light particle, $M$ becomes $\gamma M$. Give the electron-mass particle 10 MeV of kinetic energy, keeping the boron potential as a comparison. Then $\gamma=20.57$ and $N=0.936\sqrt{20.57}\approx4.25$. The half is then about 12\% of $N$, against 53\% for the same particle when slow. The factor $\gamma$ makes the correction to the leading count less important, but not negligible.

\section{Silicon as it is implanted}

An energy of 100 keV lies within the range used for boron implants; shallow junctions use much less. The planar model applies away from major axes and in undamaged crystal. Its most delicate assumption is the smooth plane. While a boron ion at $E_c$ is within $2x_c$ of a plane, a strip of that plane $2x_c$ wide along its path contains 3.9 atoms. With so few atoms the push from the plane differs strongly from one approach to the next, so an ion near $E_c$ does not keep its transverse energy over many oscillations. The levels counted here belong to the averaged potential and should not be taken for sharp states of a real crystal: thermal displacements of the atoms disturb even ions that turn farther from the planes. For phosphorus and arsenic at 100 keV the numbers are 2.5 and 1.8, so the averaging is poorer still. The path length varies as $\sqrt E$, so for boron at 10 keV the number falls to about 1.2. Even at 100 keV the cutoff of 0.03 nm does not guarantee that an ion stays in its channel; it only selects which levels are counted. Moving $x_c$ to 0.04 nm lowers the boron count to 88; 0.02 nm raises it to 193.

Other changes are smaller. Moli\`ere screening with the Firsov length gives $N=144$. Smearing the planes by a rough thermal amplitude of 0.008 nm gives 136. The Lindhard--Scharff formula for electronic stopping, which ignores the channel, gives 205 eV/nm for boron, or 4.6\,keV per oscillation. That is 4.6\% of the beam energy, so the oscillation length changes slowly, while $N$ at fixed $x_c$ does not change.

In the averaged potential, then, boron has of order one hundred transverse states. That is enough for classical trajectories to give the coarse-grained flux in this model. It does not determine how many ions remain channelled or how deep they stop.
